# The 1S3/2 hole level of a spherical quantum dot

## Equal masses first

Put a hole in a sphere of radius $a$ with an impenetrable wall, and suppose at first that its mass does not depend on its spin. Hole energies are counted positive from the band edge into the valence band. With

$$H=\frac{\hbar^2}{2m_0}\gamma_1k^2,\qquad \mathbf k=-i\nabla ,$$

the lowest state is $\psi=j_0(kr)\,\chi$, where $j_0(x)=\sin x/x$ and $\chi$ is a constant spinor. The wall requires $j_0(ka)=0$, so $ka=\pi$ and

$$E=\gamma_1\pi^2\,\frac{\hbar^2}{2m_0a^2}.$$

The top of the valence band in most zinc-blende semiconductors, CdTe among them, carries angular momentum $J=3/2$. Hence $\chi$ has four components and the level is fourfold degenerate. The envelope is a pure s wave.

## Two masses in the bulk

The spherical four-band Luttinger model couples the direction of motion to the spin:

$$H=\frac{\hbar^2}{2m_0}\Big[\big(\gamma_1+\tfrac52\gamma\big)k^2-2\gamma(\mathbf k\cdot\mathbf J)^2\Big],\qquad 0<2\gamma<\gamma_1 .$$

It neglects the cubic anisotropy of the crystal, the split-off band and the lack of an inversion centre in zinc blende; their effects are estimated below. For a unit vector $\mathbf n$ define

$$T(\mathbf n)=(\mathbf n\cdot\mathbf J)^2-\tfrac54 .$$

Since $(\mathbf k\cdot\mathbf J)^2=k^2\big[T(\hat{\mathbf k})+\tfrac54\big]$, the terms with $\tfrac52\gamma$ cancel:

$$H=\frac{\hbar^2k^2}{2m_0}\big[\gamma_1-2\gamma\,T(\hat{\mathbf k})\big].$$

The eigenvalues of $\mathbf n\cdot\mathbf J$ are $\pm\frac32$ and $\pm\frac12$. Therefore $T=\frac94-\frac54=+1$ for the first pair and $T=\frac14-\frac54=-1$ for the second. The two bulk masses are

$$m_h=\frac{m_0}{\gamma_1-2\gamma},\qquad m_l=\frac{m_0}{\gamma_1+2\gamma},\qquad \beta=\frac{m_l}{m_h}=\frac{\gamma_1-2\gamma}{\gamma_1+2\gamma}.$$

For $\gamma\to0$ they merge and the first section returns. Both eigenvalues of $T$ square to one, so

$$T(\mathbf n)^2=1\quad\text{for every }\mathbf n .$$

This identity will do most of the work.

## What the coupling does to an s wave

Write $T(\mathbf n)=\sum_{ij}n_in_jM_{ij}$ with

$$M_{ij}=\tfrac12(J_iJ_j+J_jJ_i)-\tfrac54\delta_{ij}.$$

This matrix-valued tensor is symmetric. It is also traceless, because $\sum_iJ_i^2=\frac{15}{4}=3\cdot\frac54$. In position space $k_ik_j\to-\partial_i\partial_j$, so with

$$D=\sum_{ij}M_{ij}\partial_i\partial_j,\qquad \varepsilon=\frac{2m_0E}{\hbar^2},$$

the Schrödinger equation reads

$$\big(-\gamma_1\nabla^2+2\gamma D\big)\psi=\varepsilon\psi .$$

For a radial function $f(r)$ and $\mathbf n=\mathbf r/r$,

$$\partial_i\partial_jf=\delta_{ij}\frac{f'}r+n_in_j\Big(f''-\frac{f'}r\Big).$$

Contraction with $M_{ij}$ removes the first term, since the trace is zero:

$$D\,f\chi=\Big(f''-\frac{f'}r\Big)T(\mathbf n)\chi .$$

The result has no s part. The angular average of $n_in_j$ is $\delta_{ij}/3$, so that of $T(\mathbf n)$ is $\frac13\sum_iM_{ii}=0$. It is a d wave, being a traceless quadratic form in $\mathbf n$. Thus the s state of the first section is no longer an eigenstate once $\gamma\neq0$.

It remains useful as a trial state. Its expectation value of $D$ vanishes, so its energy is still $\gamma_1\pi^2\hbar^2/(2m_0a^2)$, which is an upper bound on the true ground level.

## Which waves can join

$H$ is unchanged when space and spin are rotated together, so $\mathbf F=\mathbf L+\mathbf J$ is conserved, and so is parity. The s state has $L=0$, hence $F=3/2$ and even parity. For $F=J=3/2$ the allowed $L$ run from 0 to 3, each once, and even parity leaves $L=0$ and $L=2$.

The d partner is already in hand. $T(\mathbf n)$ is a scalar under joint rotations, so $T(\mathbf n)\chi$ transforms just as $\chi$ does and has $F=3/2$. The general state of this symmetry is therefore

$$\psi=\frac1{\sqrt{4\pi}}\big[R_0(r)+R_2(r)T(\mathbf n)\big]\chi .$$

With $\chi^\dagger\chi=1$, the identity $T^2=1$ and the vanishing average of $T$ give the norm

$$\int|\psi|^2d^3r=\int_0^a\big(R_0^2+R_2^2\big)r^2dr .$$

The two terms are the s and d shares of the state.

## Solving the coupled problem

Take $f=j_0(kr)$ and set $x=kr$. The relations needed are $j_0'=-j_1$, $j_1'=j_0-2j_1/x$ and $j_2=3j_1/x-j_0$. They give

$$j_0''-\frac{j_0'}x=-j_0+\frac{2j_1}x+\frac{j_1}x=j_2 ,$$

and therefore

$$D\,j_0(kr)\chi=k^2j_2(kr)\,T(\mathbf n)\chi .$$

For the action of $D$ on the d wave no new differentiation is needed. The identity $T^2=1$ means that the polynomial $\sum M_{ij}k_ik_j$ squares to $k^4$. Derivatives commute as the components of $\mathbf k$ do, so $D^2=(\nabla^2)^2$. Apply $D$ once more to the last equation. The left side becomes $(\nabla^2)^2j_0\chi=k^4j_0\chi$, hence

$$D\,j_2(kr)T(\mathbf n)\chi=k^2j_0(kr)\chi .$$

So $D$ exchanges the two waves with the same factor $k^2$. Its eigenstates are their sum and difference, with $s=\pm1$:

$$D\big[j_0+s\,j_2T\big]\chi=k^2\big[j_2T+s\,j_0\big]\chi=s\,k^2\big[j_0+s\,j_2T\big]\chi .$$

Since $D$ commutes with $\nabla^2$, both waves also obey $-\nabla^2\to k^2$. The energy is $\varepsilon=(\gamma_1+2\gamma s)k^2$. The choice $s=-1$ is the heavy wave and $s=+1$ the light wave:

$$\begin{aligned}
\text{heavy:}\quad &R_0=j_0(k_hr),\quad R_2=-j_2(k_hr),\quad k_h=\sqrt{2m_hE}/\hbar,\\
\text{light:}\quad &R_0=j_0(k_lr),\quad R_2=+j_2(k_lr),\quad k_l=\sqrt\beta\,k_h .
\end{aligned}$$

These are all the solutions of this symmetry that are regular at the origin. To see this, write the equation as $(\gamma_1\nabla^2+\varepsilon)\psi=2\gamma D\psi$, apply the commuting operators once more and use $D^2=(\nabla^2)^2$:

$$\big[(\gamma_1-2\gamma)\nabla^2+\varepsilon\big]\big[(\gamma_1+2\gamma)\nabla^2+\varepsilon\big]\psi=0 .$$

Because $k_h\ne k_l$, $\psi$ splits into a part with $-\nabla^2=k_h^2$ and a part with $-\nabla^2=k_l^2$. Each is regular, so each has the form $[c\,j_0+d\,j_2T]\chi$. The original equation then fixes $d=-c$ for the first part and $d=c$ for the second.

## The wall

At $r=a$ the spinor $[R_0+R_2T(\mathbf n)]\chi$ must vanish for every direction. Averaging over directions gives $R_0(a)=0$, and then $R_2(a)=0$ follows. One wave alone cannot satisfy both conditions: where $j_0(x)=0$ one has $j_2=3j_1/x=-3\cos x/x^2\neq0$. The wall thus forces heavy and light waves together, with amplitudes $A$ and $B$. Let $\varphi=k_ha$, so that $k_la=\sqrt\beta\,\varphi$:

$$\begin{aligned}
A\,j_0(\varphi)+B\,j_0(\sqrt\beta\varphi)&=0,\\
-A\,j_2(\varphi)+B\,j_2(\sqrt\beta\varphi)&=0.
\end{aligned}$$

A nonzero solution requires the determinant to vanish:

$$\boxed{\,j_0(\varphi)\,j_2(\sqrt\beta\varphi)+j_2(\varphi)\,j_0(\sqrt\beta\varphi)=0\,},\qquad E=\frac{\hbar^2\varphi^2}{2m_ha^2}.$$

The 1S$_{3/2}$ level belongs to the smallest positive root. The amplitude ratio is

$$b=\frac BA=-\frac{j_0(\varphi)}{j_0(\sqrt\beta\varphi)} .$$

**Where the root lies.** Let $z=5.7635$ be the first positive zero of $j_2$. For $0<\varphi<\pi$ all four Bessel functions are positive. At $\varphi=\pi$ the first product is zero and the second is positive. At $\varphi=z$ the second product is zero, while the first is negative because $\pi<z<2\pi$. Hence $\pi<\varphi<z$ for every $0<\beta<1$.

**Is it the lowest even level?** Since $T\le1$, every state obeys $\langle H\rangle\ge(\gamma_1-2\gamma)\,\hbar^2\langle k^2\rangle/2m_0$. Even states with $F\neq3/2$ contain no s wave, so for them $\langle k^2\rangle\ge z^2/a^2$, which puts them above 1S$_{3/2}$. This argument does not cover odd states, which may contain p waves.

## Two limits

**Nearly equal masses.** Let $g=\gamma/\gamma_1\ll1$. Then $\sqrt\beta\approx1-2g$. Put $\varphi=\pi+\delta$, so that $\sqrt\beta\varphi\approx\pi+\delta-2\pi g$. To first order both factors $j_2$ equal $j_2(\pi)$, and the equation becomes

$$j_0'(\pi)\,j_2(\pi)\,\big[\delta+(\delta-2\pi g)\big]=0\quad\Rightarrow\quad\delta=\pi g .$$

The energy is proportional to

$$(\gamma_1-2\gamma)\varphi^2\approx\gamma_1(1-2g)\,\pi^2(1+2g)=\gamma_1\pi^2\big[1+O(g^2)\big].$$

There is no first-order shift, as the s-wave expectation value demanded. At fixed $\gamma_1$, where $1-2g=2\beta/(1+\beta)$, the roots in the numerical output show how the level then falls:

| $\beta$ | $\varphi$ | $2\beta\varphi^2/(1+\beta)$ |
|---|---|---|
| 0.80 | 3.3300 | 9.857 |
| 0.60 | 3.6143 | 9.797 |
| 0.40 | 4.0988 | 9.600 |
| 0.20 | 5.0452 | 8.485 |

The last column would be $\pi^2=9.870$ for a pure s wave.

**A very light light hole.** Let $\beta\to0$ at fixed $m_h$. With $y=\sqrt\beta\varphi$ small, $j_0(y)\approx1$ and $j_2(y)\approx y^2/15$, so

$$j_2(\varphi)\approx-\frac{\beta\varphi^2}{15}\,j_0(\varphi).$$

At $\beta=0$ the root is $z$. For the correction use $j_2'(z)=j_1(z)$ and $j_0(z)=3j_1(z)/z$, both of which follow from $j_2(z)=0$:

$$(\varphi-z)\,j_1(z)\approx-\frac{\beta z^2}{15}\,\frac{3j_1(z)}z\quad\Rightarrow\quad\varphi\approx z\Big(1-\frac\beta5\Big).$$

For $\beta=0.05$ this gives 5.706 against the true root 5.6884. The series continues as $\varphi/z=1-0.2\beta-0.956\beta^2-4.16\beta^3-\dots$; the three coefficients shown grow by a factor of 4 to 5 per order, so the linear term alone is useful only for $\beta$ well below 0.2.

The limiting state is instructive. The light wave becomes a constant, and $R_0\propto j_0(k_hr)-j_0(z)$, $R_2\propto-j_2(k_hr)$. The heavy wave meets the wall at a zero of its d part, and the constant light wave cancels its s part there. The light hole still shapes the state, although its mass has dropped out of the energy.

## A dot of radius 3 nm

Take $\gamma_1=5$, $\gamma_2=1.5$ and $\gamma_3=2$, where $\gamma_2$ and $\gamma_3$ are the two anisotropic parameters of the cubic crystal. A traceless quadratic form has five components; $\gamma_2$ multiplies the two diagonal ones and $\gamma_3$ the three off-diagonal ones. The rotational average is therefore

$$\gamma=\frac{2\gamma_2+3\gamma_3}5=\frac{3+6}5=1.8 .$$

Then $\gamma_1-2\gamma=1.4$ and $\gamma_1+2\gamma=8.6$, so $m_h=0.714\,m_0$, $m_l=0.116\,m_0$ and $\beta=1.4/8.6=0.1628$. The root is $\varphi=5.268$, with $k_la=0.4035\times5.268=2.125$. The two products do cancel:

$$(-0.16130)(0.21538)+(0.08686)(0.39997)=-0.03474+0.03474 .$$

With $\hbar^2/(2m_0a^2)=0.004233$ eV,

$$E=1.4\times(5.268)^2\times0.004233\ \text{eV}=0.1645\ \text{eV}=164.5\ \text{meV}.$$

The pure s bound is 0.2089 eV, so d mixing lowers the level by 21% of that bound.

As a test, the full $4\times4$ Hamiltonian was diagonalized in the functions $(a^2-r^2)x^iy^jz^k$ with $i+j+k$ even and at most 8, with no angular momentum assumed. Its lowest even level is fourfold and agrees with the formula to a relative $4\times10^{-8}$.

The amplitude ratio is $b=0.16130/0.39997=0.403$, and the shares are 77% s and 23% d. The mixture changes with radius. At the centre $R_2=0$. At $r=0.75a$ the normalized envelopes are $R_0=0.318$ and $R_2=-1.022$ in units of $a^{-3/2}$, so there the d density is about ten times the s density.

The sign of $R_2$ matters for the shape. For $\chi$ with $J_z=3/2$ one has $\langle M_{zz}\rangle=1$ and $\langle M_{xx}\rangle=\langle M_{yy}\rangle=-\frac12$, with vanishing off-diagonal averages. Hence $\langle T(\mathbf n)\rangle=\cos^2\theta-\frac12\sin^2\theta=P_2(\cos\theta)$ and

$$|\psi|^2=\frac1{4\pi}\big[R_0^2+R_2^2+2R_0R_2P_2(\cos\theta)\big].$$

At $r=0.25a$, $0.5a$ and $0.75a$ the computed envelopes have $R_0R_2<0$, so at these radii this state is denser at the equator than at the poles. Near $r=0.85a$ the envelope $R_0$ changes sign, and in the thin outer shell beyond it the poles are denser. For $J_z=\pm\frac12$ the sign of $P_2$ is reversed, and the sum over all four states is spherical.

## What the model leaves out

**Cubic anisotropy.** Once the rotational average is removed, the rest of the anisotropy is a tensor of rank 4 under joint rotations. It has no matrix elements within an $F=3/2$ level, which admits ranks up to 3, so the shift starts at second order. Numerically, doubling $\gamma_3-\gamma_2$ from 0.02 to 0.04 at fixed $\gamma$ multiplies the shift by 3.996. For the dot above it is $-2.8$ meV.

**Split-off band.** With a $J=1/2$ band 0.9 eV away, a six-band calculation with the same wall and the same $\gamma_1$ and $\gamma$ moves 1S$_{3/2}$ by only $-0.4$ meV. It has a larger effect on the neighbouring odd level. In the four-band model the lowest odd level, also fourfold, lies at 168.7 meV, 4.2 meV above 1S$_{3/2}$. In the six-band model it falls to 155.9 meV, below 1S$_{3/2}$ at 164.1 meV. With these parameters and a hard wall, the four-band model therefore reproduces the six-band 1S$_{3/2}$ energy closely but puts the two lowest levels in the opposite order. Both findings depend on the hard wall. With the 2 eV barrier introduced next, and the same split-off energy outside, the six-band 1S$_{3/2}$ level lies 3.6 meV below the four-band one, and the six-band odd level lies 2.3 meV above the six-band 1S$_{3/2}$ level, as in the four-band order. The spacing is thus a few meV and sensitive to the wall, so the order in a real dot is left open.

**Inversion asymmetry.** Parity is a symmetry of the model, not of a zinc-blende crystal. The crystal allows a term linear in $k$,

$$\frac{2}{\sqrt3}\,C_k\big[k_x\{J_x,J_y^2-J_z^2\}+\text{cyclic}\big],\qquad \{A,B\}=\tfrac12(AB+BA),$$

which couples even and odd states. With $|C_k|\approx23$ meV Å, the size tabulated for CdTe, and the hard wall, the four-band levels move from 164.5 and 168.7 meV to about 162.9 and 170.2 meV, and the lower one acquires about one fifth odd character. In such a dot the labels even and odd for the two lowest levels are therefore only approximate. Inversion-asymmetric terms of higher order in $k$ have not been estimated.

**Finite wall.** Let the barrier be 2 eV high, with the same band parameters on both sides. The Bessel functions outside are then replaced by decaying ones, and $\psi$ and its slope are continuous. The level drops to 131.9 meV, a shift of $-32.6$ meV or $-20\%$. A different mass outside would change this number.

**Polarization.** A charge $e$ at the centre has the field energy $e^2/(8\pi\epsilon_0\epsilon a)$ outside the sphere. Replacing a permittivity of 7 by 2 there costs

$$\frac{e^2}{8\pi\epsilon_0a}\Big(\frac12-\frac17\Big)=85.7\ \text{meV},$$

or 52% of the confinement energy. The spread of the hole over the dot is ignored in this estimate; with the full position-dependent image potential and the hard wall the shift is about 97 meV, and the odd level rises 5 to 8 meV more than 1S$_{3/2}$. The central-charge term belongs to a dot with net charge and largely cancels for a neutral electron-hole pair.

**Set beside a real case.** The parameters lie roughly in the regime of CdTe nanocrystals; they are round values, not a fit, and the barrier height and outer permittivity stand for a generic surrounding medium. The two assumptions that such a dot breaks most strongly, among those sized here, are the hard wall and the absence of polarization. They act in opposite directions by tens of meV, so 164.5 meV is a confinement energy within the model and not a prediction of a measured level. Departures from spherical shape have not been estimated. The Luttinger parameters are also held fixed, although their conduction-band part weakens with hole energy; for a gap near 1.5 to 1.6 eV and a Kane energy of 15 to 18 eV a rough estimate lowers the level by 4 to 6 meV. At 300 K the thermal energy is 25.9 meV, larger than the spacing between the lowest even and odd levels in either model, so a hole in thermal equilibrium occupies both with comparable probability.

## Calculated quantities

```
radius a = 3.0 nm
gamma1, gamma2, gamma3 = 5.0, 1.5, 2.0
spherical gamma = 1.80
heavy mass = 0.7143 m0, light mass = 0.1163 m0
beta = 0.1628, sqrt(beta) = 0.4035
energy unit hbar^2/(2 m0 a^2) = 0.004233 eV
first zero of j2 = 5.7635
root phi = k_h a = 5.26779
k_l a = 2.12541
j0(phi) = -0.16130, j2(phi) = 0.08686
j0(k_l a) = 0.39997, j2(k_l a) = 0.21538
light/heavy amplitude ratio b = 0.40328
1S3/2 energy = 38.8494 units = 0.16446 eV
3D diagonalization, lowest even = 0.16446 eV
relative difference of the two = 4.0e-08
next even level = 0.2689 eV
pure-s upper bound = 0.2089 eV
heavy-mass lower bound = 0.0585 eV
s share = 0.7703, d share = 0.2297
s share from 3D diagonalization = 0.7703
normalized envelopes (units a^-3/2): r/a, R0, R2
  0.00    6.4053    0.0000
  0.25    5.1103   -0.4315
  0.50    2.3559   -1.1190
  0.75    0.3183   -1.0218
  1.00    0.0000    0.0000
root against mass ratio: beta, phi
  0.05  5.6884
  0.10  5.5581
  0.20  5.0452
  0.40  4.0988
  0.60  3.6143
  0.80  3.3300
lowest odd level, four-band = 0.16870 eV
degeneracy of lowest odd level = 4
cubic warping shift = -2.797 meV
warping shift ratio on doubling gamma3-gamma2 = 3.996
split-off energy = 0.9 eV
six-band lowest even level = 0.16410 eV
six-band lowest odd level = 0.15587 eV
six-band shift of 1S3/2 = -0.36 meV
barrier height = 2.0 eV
1S3/2 with finite barrier, matching = 0.13189 eV
1S3/2 with finite barrier, diagonalized = 0.13190 eV
finite-barrier shift = -32.6 meV
permittivity inside, outside = 7.0, 2.0
polarization energy, central charge = 85.7 meV
thermal energy at 300 K = 25.85 meV
```
